# Scaling Collapse and Mean-Field Exponents of a Second-Order Ferroelectric: a numerical check

```python
"""Scaling collapse of the second-order Landau model of a ferroelectric.

Free-energy density: F = a0*(T-Tc)*P^2/2 + b*P^4/4 + c*P^6/6 - E*P.
Result under test (c = 0, E > 0): P = P_E*g(z), P_E = (E/b)^(1/3),
z = a0*(T-Tc)/(b*P_E^2), g^3 + z*g = 1 with g > 0.
It implies beta = 1/2, gamma = 1, delta = 3.
P: polarization, E: macroscopic field, T: temperature, Tc: Curie point.
The independent road is direct numerical minimization of F.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.optimize import minimize_scalar

Tc = 320.0      # K
a0 = 4.0e7      # J m C^-2 K^-1
b = 8.0e11      # J m^5 C^-4
c_six = 4.0e14  # J m^9 C^-6, used only for the departure from scaling


def free_energy(P, dT, E, c=0.0):
    return a0 * dT * P**2 / 2 + b * P**4 / 4 + c * P**6 / 6 - E * P


def equilibrium(dT, E, c=0.0, positive_only=False):
    """Minimum of F by a grid search followed by local refinement."""
    p_max = 3 * max(np.sqrt(a0 * abs(dT) / b), np.cbrt(abs(E) / b))
    grid = np.linspace(0.0 if positive_only else -p_max, p_max, 2001)
    i = int(np.argmin(free_energy(grid, dT, E, c)))
    low, high = grid[max(i - 1, 0)], grid[min(i + 1, len(grid) - 1)]
    found = minimize_scalar(free_energy, bounds=(low, high),
                            args=(dT, E, c), method="bounded",
                            options={"xatol": 1e-12 * p_max})
    return found.x


def field_polarization(E):
    return np.cbrt(E / b)


def field_width(E):
    """Temperature interval corresponding to one unit of z, in K."""
    return b * field_polarization(E)**2 / a0


def g(z):
    """Positive root of g^3 + z*g = 1 in closed form."""
    if z == 0:
        return 1.0
    r = np.sqrt(abs(z) / 3)
    q = 1 / (2 * r**3)
    if z > 0:
        return 2 * r * np.sinh(np.arcsinh(q) / 3)
    if q >= 1:
        return 2 * r * np.cosh(np.arccosh(q) / 3)
    return 2 * r * np.cos(np.arccos(q) / 3)


# Collapse of directly minimized states, with both signs of P searched
worst = 0.0
for E in np.geomspace(1e3, 1e7, 9):
    for dT in (-10, -3, -1, -0.2, 0, 0.2, 1, 3, 10):
        scaled = equilibrium(dT, E) / field_polarization(E)
        predicted = g(dT / field_width(E))
        worst = max(worst, abs(scaled / predicted - 1))
assert worst < 1e-6

# Odd symmetry of the equilibrium polarization
assert abs(equilibrium(-1, -1e5) / equilibrium(-1, 1e5) + 1) < 1e-6

# Exponents measured from the minima
distances = np.geomspace(1e-2, 10, 7)
spontaneous = [equilibrium(-d, 0.0, positive_only=True) for d in distances]
beta = np.polyfit(np.log(distances), np.log(spontaneous), 1)[0]


def zero_field_slope(dT):
    """dP/dE at E = 0 on one branch, by a central difference."""
    natural_field = a0 * abs(dT) * np.sqrt(a0 * abs(dT) / b)
    h = 3e-3 * natural_field
    one_sided = dT < 0
    return (equilibrium(dT, h, positive_only=one_sided)
            - equilibrium(dT, -h, positive_only=one_sided)) / (2 * h)


slopes_above = np.array([zero_field_slope(d) for d in distances])
slopes_below = np.array([zero_field_slope(-d) for d in distances])
gamma_above = -np.polyfit(np.log(distances), np.log(slopes_above), 1)[0]
gamma_below = -np.polyfit(np.log(distances), np.log(slopes_below), 1)[0]
fields_wide = np.geomspace(1e2, 1e7, 7)
critical = [equilibrium(0.0, E) for E in fields_wide]
delta = np.polyfit(np.log(critical), np.log(fields_wide), 1)[0]
assert abs(beta - 0.5) < 1e-5
assert abs(gamma_above - 1) < 1e-3 and abs(gamma_below - 1) < 1e-3
assert abs(delta - 3) < 1e-5
assert np.allclose(slopes_above * a0 * distances, 1, rtol=1e-3)
assert np.allclose(slopes_below * 2 * a0 * distances, 1, rtol=1e-3)
assert np.allclose(spontaneous, np.sqrt(a0 * distances / b), rtol=1e-6)

# Leading corrections in the two limits, from numerical polynomial roots


def polynomial_root(z):
    roots = np.roots([1, 0, z, -1])
    return max(x.real for x in roots if abs(x.imag) < 1e-9)


z_far = 30.0
assert abs((polynomial_root(z_far) - 1 / z_far) * z_far**4 + 1) < 1e-3
excess = polynomial_root(-z_far) - np.sqrt(z_far)
assert abs(excess * 2 * z_far - 1) < 1e-2

# Susceptibility in a finite field
E0 = 1.0e5
for z in (-4.0, -1.0, 0.0, 2.0):
    dT, h = z * field_width(E0), 0.01 * E0
    numeric = (equilibrium(dT, E0 + h) - equilibrium(dT, E0 - h)) / (2 * h)
    formula = field_polarization(E0) / E0 / (z + 3 * g(z)**2)
    assert abs(numeric / formula - 1) < 1e-3

# Only the right pair of exponents makes the curves coincide
fields = (1.0e5, 8.0e5, 2.7e6)
z_values = (-4.0, -1.0, 0.0, 2.0)


def collapse_spread(trial_beta, trial_delta):
    spreads = []
    for z in z_values:
        values = []
        for E in fields:
            ratio = E / E0
            dT = z * field_width(E0) * ratio**(1 / (trial_beta * trial_delta))
            values.append(equilibrium(dT, E) / ratio**(1 / trial_delta))
        spreads.append((max(values) - min(values)) / np.mean(values))
    return max(spreads)


spread_right = collapse_spread(0.5, 3.0)
spread_beta = collapse_spread(0.4, 3.0)
spread_delta = collapse_spread(0.5, 4.0)
assert spread_right < 1e-6
assert spread_beta > 0.05 and spread_delta > 0.05

# Sextic term: first-order shift and its disappearance at small field


def sextic_shift(z, E):
    dT = z * field_width(E)
    return equilibrium(dT, E, c_six) / equilibrium(dT, E) - 1


for z in z_values:
    kappa = c_six * field_polarization(100.0)**2 / b
    first_order = -kappa * g(z)**4 / (z + 3 * g(z)**2)
    # Minimization noise is about 1e-8 and the smallest shift about 1e-6
    assert abs(sextic_shift(z, 100.0) - first_order) < (
        1e-7 + 5e-3 * abs(first_order))
assert abs(sextic_shift(0.0, 800.0) / sextic_shift(0.0, 100.0) - 4) < 0.02

# Worked example
print(f"Curie point Tc = {Tc:.1f} K")
print(f"a0 = {a0:.3e} J m C^-2 K^-1")
print(f"b = {b:.3e} J m^5 C^-4")
print(f"Curie constant 1/(eps0 a0) = {1 / (epsilon_0 * a0):.1f} K")
print("Field scales: E (V/m), P_E (C/m^2), width Tc*t_E (K), t_E (1)")
for E in fields:
    width = field_width(E)
    print(f"  {E:.2e}  {field_polarization(E):.5f}  {width:.3f}"
          f"  {width / Tc:.4e}")
print("Minimized states: z (1), E (V/m), T (K), P (C/m^2), P/P_E (1)")
for z in z_values:
    for E in fields:
        T = Tc + z * field_width(E)
        P = equilibrium(T - Tc, E)
        print(f"  {z:+.1f}  {E:.2e}  {T:.2f}  {P:.6f}"
              f"  {P / field_polarization(E):.5f}")
print("Closed form: z (1), g(z) (1)")
for z in z_values:
    print(f"  {z:+.1f}  {g(z):.5f}")
print(f"Largest relative collapse error, 81 states = {worst:.1e}")
print(f"Measured beta = {beta:.5f}")
print(f"Measured gamma above Tc = {gamma_above:.5f}")
print(f"Measured gamma below Tc = {gamma_below:.5f}")
print(f"Measured delta = {delta:.5f}")
print(f"Relative spread, beta 0.5, delta 3: {spread_right:.1e}")
print(f"Relative spread, beta 0.4, delta 3: {spread_beta:.3f}")
print(f"Relative spread, beta 0.5, delta 4: {spread_delta:.3f}")
chi_above = zero_field_slope(5.0) / epsilon_0
chi_below = zero_field_slope(-5.0) / epsilon_0
P_below = equilibrium(-5.0, 0.0, positive_only=True)
print(f"Spontaneous P at Tc - 5 K = {P_below:.5f} C/m^2")
print(f"Zero-field chi at Tc + 5 K = {chi_above:.1f} (1)")
print(f"Zero-field chi at Tc - 5 K = {chi_below:.1f} (1)")
print(f"Ratio of the two chi = {chi_above / chi_below:.3f} (1)")
chi_critical = field_polarization(E0) / (3 * E0 * epsilon_0)
print(f"Differential chi at Tc, E = {E0:.1e} V/m: {chi_critical:.1f} (1)")
print(f"Sextic coefficient c = {c_six:.3e} J m^9 C^-6")
print("Sextic effect at Tc: E (V/m), kappa (1), shift of P (percent)")
for E in fields:
    kappa = c_six * field_polarization(E)**2 / b
    print(f"  {E:.2e}  {kappa:.4f}  {100 * sextic_shift(0.0, E):.3f}")
print("ALL CHECKS PASSED")
```

Output:

```
Curie point Tc = 320.0 K
a0 = 4.000e+07 J m C^-2 K^-1
b = 8.000e+11 J m^5 C^-4
Curie constant 1/(eps0 a0) = 2823.5 K
Field scales: E (V/m), P_E (C/m^2), width Tc*t_E (K), t_E (1)
  1.00e+05  0.00500  0.500  1.5625e-03
  8.00e+05  0.01000  2.000  6.2500e-03
  2.70e+06  0.01500  4.500  1.4063e-02
Minimized states: z (1), E (V/m), T (K), P (C/m^2), P/P_E (1)
  -4.0  1.00e+05  318.00  0.010575  2.11491
  -4.0  8.00e+05  312.00  0.021149  2.11491
  -4.0  2.70e+06  302.00  0.031724  2.11491
  -1.0  1.00e+05  319.50  0.006624  1.32472
  -1.0  8.00e+05  318.00  0.013247  1.32472
  -1.0  2.70e+06  315.50  0.019871  1.32472
  +0.0  1.00e+05  320.00  0.005000  1.00000
  +0.0  8.00e+05  320.00  0.010000  1.00000
  +0.0  2.70e+06  320.00  0.015000  1.00000
  +2.0  1.00e+05  321.00  0.002267  0.45340
  +2.0  8.00e+05  324.00  0.004534  0.45340
  +2.0  2.70e+06  329.00  0.006801  0.45340
Closed form: z (1), g(z) (1)
  -4.0  2.11491
  -1.0  1.32472
  +0.0  1.00000
  +2.0  0.45340
Largest relative collapse error, 81 states = 1.8e-08
Measured beta = 0.50000
Measured gamma above Tc = 1.00000
Measured gamma below Tc = 1.00000
Measured delta = 3.00000
Relative spread, beta 0.5, delta 3: 1.5e-08
Relative spread, beta 0.4, delta 3: 0.478
Relative spread, beta 0.5, delta 4: 0.589
Spontaneous P at Tc - 5 K = 0.01581 C/m^2
Zero-field chi at Tc + 5 K = 564.7 (1)
Zero-field chi at Tc - 5 K = 282.4 (1)
Ratio of the two chi = 2.000 (1)
Differential chi at Tc, E = 1.0e+05 V/m: 1882.3 (1)
Sextic coefficient c = 4.000e+14 J m^9 C^-6
Sextic effect at Tc: E (V/m), kappa (1), shift of P (percent)
  1.00e+05  0.0125  -0.410
  8.00e+05  0.0500  -1.565
  2.70e+06  0.1125  -3.280
ALL CHECKS PASSED
```
